# Boundary windows and artificial terminal-state locking in compact memristor models

**Q.** A compact memristor model moves an internal boundary by ionic drift and slows it with a window function near the electrodes. Before I discuss what the window does, what is the equation of motion, and which sign convention do you use?

**A.** Let a film of thickness $D$ have a doped, well-conducting part of length $w$, and let $x=w/D$ with $0\le x\le1$. The two parts conduct in series, so

$$R(x)=R_{\rm on}x+R_{\rm off}(1-x),\qquad 0<R_{\rm on}<R_{\rm off}.$$

Positive current $i$ is the direction that increases $x$. The doped part has resistance $R_{\rm on}x$ and length $xD$, so the field in it, taken as uniform, is

$$E=\frac{R_{\rm on}x\,i}{xD}=\frac{R_{\rm on}i}{D}.$$

Ions of mobility $\mu$ drift with velocity $\mu E$. The model multiplies this velocity by a dimensionless window $f(x)\ge0$, which gives $dw/dt=\mu R_{\rm on}i f/D$. Dividing by $D$,

$$\frac{dx}{dt}=\frac{i}{Q_D}\,f(x),\qquad Q_D=\frac{D^2}{\beta},\qquad \beta=\mu R_{\rm on}.$$

I count charge in units of the elementary charge, so $Q_D$ is a number of electrons. Then $\beta$ is an area per electron passed. The window is a modelling choice; nothing in the drift argument has produced it.

**Q.** Suppose $f(0)=f(1)=0$. You will say that the boundaries are fixed points. But the current varies in time and can change sign. Fixed for which current?

**A.** For every current. Insert the constant $x(t)=1$. The left side is zero, and the right side is $i(t)f(1)/Q_D=0$ whatever $i(t)$ is. The same holds for $x(t)=0$. The drive enters as a factor multiplying $f$, so a zero of $f$ removes it completely.

**Q.** A fixed point may be unstable. If positive current pushes the state towards $x=1$, negative current should push it away.

**A.** It does, provided that there is something to push. Take the window

$$f(x)=1-(2x-1)^{2p},\qquad p=1,2,3,\ldots$$

Its derivative is $f'(x)=-4p(2x-1)^{2p-1}$, so $f'(1)=-4p$ and $f'(0)=+4p$. Write $\delta=1-x$ for the gap to the upper boundary. To first order in $\delta$, $f\simeq4p\,\delta$, and since $d\delta/dt=-dx/dt$,

$$\frac{d\delta}{dt}\simeq-\frac{4p\,i}{Q_D}\,\delta .$$

Positive current shrinks the gap exponentially and negative current enlarges it exponentially. At $x=0$ the roles are exchanged. Reversal therefore does make the upper boundary unstable, but the growth rate is proportional to the gap already present. A gap of zero stays zero.

**Q.** You have shown that staying is a solution. You have not shown that leaving is impossible, nor that a state from the interior cannot arrive.

**A.** Both follow from a bound on $f$ that needs no linearization. The second derivative is

$$f''(x)=-8p(2p-1)(2x-1)^{2p-2}\le0,$$

so $f$ is concave and lies below its tangent at $x=1$. That tangent is $f(1)+f'(1)(x-1)=4p\,\delta$. Hence $0\le f\le4p\,\delta$ on the whole interval. Define the total charge passed, counted without sign, as

$$S(t)=\frac{1}{Q_D}\int_0^t|i(t')|\,dt'.$$

As long as $\delta>0$, we may divide the exact equation by $\delta$:

$$\left|\frac{d\ln\delta}{dt}\right|=\frac{|i|}{Q_D}\,\frac{f}{\delta}\le4p\,\frac{dS}{dt}.$$

Integration gives

$$\delta_0e^{-4pS}\le\delta\le\delta_0e^{4pS}.$$

The left inequality forbids arrival: a positive gap remains positive after any finite charge. For departure, suppose that a state with $\delta=0$ had a gap $\delta_1>0$ at some later time $t_1$. Go back from $t_1$ to the last moment at which the gap was zero. Between the two moments the bound requires $\delta\ge\delta_1e^{-4pS}$, with $S$ now the finite charge passed between them. The gap cannot then tend to zero at the earlier moment, which is a contradiction. The lower boundary follows from the symmetry $f(x)=f(1-x)$.

**Q.** Does this depend on that particular window, or does any window with zeros at the ends do the same?

**A.** The zeros alone are not enough. The argument used a bound $f\le L\delta$ with finite $L$. It holds for every Lipschitz window, because then $|f(x)-f(1)|\le L|x-1|$. Without that property it can fail. Consider

$$f(x)=2\sqrt{x(1-x)},$$

which vanishes at both ends with infinite slope. Put $x=\sin^2\theta$. Then $dx=2\sin\theta\cos\theta\,d\theta$ and $f=2\sin\theta\cos\theta$, so $dx/f=d\theta$. Going from $x=1/2$ to $x=1$ takes $\theta$ from $\pi/4$ to $\pi/2$, which costs a charge of $\pi Q_D/4\approx0.785\,Q_D$. The boundary is reached.

Now reverse the current and let $\sigma$ be the reverse charge divided by $Q_D$, so that $dx/d\sigma=-f$. The constant $x=1$ is a solution. So is $x=\cos^2\sigma$ for $0\le\sigma\le\pi/2$, since its derivative is $-2\cos\sigma\sin\sigma=-f$. Both start at $x=1$. The boundary is still a fixed point, but the equation no longer decides whether the state stays there. The correct statement is that boundary zeros give fixed points, and boundary zeros together with the Lipschitz property give a lock for a state placed on them.

**Q.** Then there is a difficulty. With a Lipschitz window an interior state never reaches the boundary, so it is never locked. Where does the terminal-state lock come from?

**A.** From the interior, the exact model produces a delay. For $p=1$ it can be found in closed form. Expanding the square,

$$f=1-(4x^2-4x+1)=4x(1-x).$$

Let $q=\int i\,dt$ be the signed charge, so that $dx/f=dq/Q_D$. Because $1/[x(1-x)]=1/x+1/(1-x)$, integration gives

$$\ln\frac{x}{1-x}=\ln\frac{x_0}{1-x_0}+\frac{4q}{Q_D}.$$

To return from a gap $\delta$ to $x=1/2$, the left side must fall from $\ln[(1-\delta)/\delta]$ to zero. The required reverse charge is

$$q_{\rm rel}=\frac{Q_D}{4}\ln\frac{1-\delta}{\delta}.$$

If the state started at $x=1/2$ and was written with charge $q_{\rm w}$, the logarithm equals $4q_{\rm w}/Q_D$, and $q_{\rm rel}=q_{\rm w}$. All the charge spent pressing the state against the boundary must be paid back before it returns.

**Q.** Is that special to $p=1$, or to current drive?

**A.** Neither. For any of these $p$, $\int dx/f=q/Q_D$ makes $x$ a single-valued function of $q$, so zero net charge restores the state. Near the boundary $f\simeq4p\,\delta$, and reducing the gap tenfold costs, to leading order in $\delta$,

$$\frac{\Delta q}{Q_D}=\int_{\delta/10}^{\delta}\frac{d\delta'}{4p\,\delta'}=\frac{\ln10}{4p}.$$

This is 0.576, 0.288 and 0.115 for $p=1,2,5$. A larger $p$ lets a given overdrive create a much smaller gap.

Under voltage drive $i=v/R(x)$. Since $R\ge R_{\rm on}>0$, a finite integral of $|v|$ passes a finite charge, and the same charge law holds. The time needed changes, because $R$ changes along the way.

**Q.** As $p\to\infty$ the window tends to 1 everywhere inside. Surely the model then becomes free drift with hard stops, and the delay disappears?

**A.** The forward motion does approach that, but the reversal does not. Start at $x=1/2$, write with $2Q_D$ and erase with $0.5Q_D$. At every finite $p$ the final state is the one belonging to a net charge of $1.5Q_D$. Reaching a fixed small gap $\eta$ from the middle costs $Q_D\int_{1/2}^{1-\eta}dx/f$, which tends to $(1/2-\eta)Q_D$ because $f\to1$ uniformly on that range. This is less than $1.5Q_D$, so the final state lies even closer to the boundary than $\eta$. It tends to $x=1$. A hard stop instead discards the excess charge, and the same erase pulse brings the state back to $x=1/2$. The large-$p$ limit keeps a record of overdrive that the hard stop lacks.

**Q.** Give me numbers. An exponentially small gap may be of no practical consequence.

**A.** Take round model parameters that represent no particular material: $D=100$ Å, $\beta=10^{-11}$ Å$^2$ per electron, $R_{\rm off}/R_{\rm on}=100$ and $p=1$. Then

$$Q_D=\frac{(100)^2}{10^{-11}}=10^{15}\ \text{electrons}.$$

Start at $x=1/2$ and write with $2Q_D$. The charge law gives $\delta=1/(1+e^{8})=3.35\times10^{-4}$, a gap of $0.0335$ Å. The resistance follows from

$$\frac{R}{R_{\rm on}}=x+100(1-x)=1+99\,\delta=1.033.$$

An erase charge of $0.5Q_D$ lowers the exponent from 8 to 6. The state becomes $x=0.9975$ and the resistance ratio rises only to 1.245. With hard stops the same sequence gives $x=0.5$ and a ratio of 50.5.

The effect of overdrive is plain when the erase charge is kept at $0.5Q_D$:

| Write charge / $Q_D$ | Gap after write (Å) | $R/R_{\rm on}$ after erase |
|---|---|---|
| 1 | 1.80 | 12.8 |
| 2 | 0.0335 | 1.245 |
| 4 | $1.13\times10^{-5}$ | 1.00008 |

After the largest write the cell looks locked, although the equation still has a release charge, namely $4Q_D$.

**Q.** What would release cost, and why call the effect artificial? Real devices may also be hard to erase.

**A.** After the $2Q_D$ write, returning to $x=1/2$ takes $2\times10^{15}$ electrons, or $3.2\times10^{-4}$ C. At a constant reverse bias $V$ the energy supplied is $\int Vi\,dt=Vq_{\rm rel}$, independent of how $R$ varies. For 1 eV per electron this is $2\times10^{15}$ eV, or $3.2\times10^{-4}$ J. These figures belong to the round parameters and are not the switching charge or energy of a real cell. At 1 V the model starts the release with about $10^8$ V/m in the doped part and 100 times that, about $10^{10}$ V/m, in the undoped gap, beyond the breakdown field of an oxide. Across gaps of a few angstroms or less electrons tunnel, so the series formula for $R$ does not hold there either.

The delay is artificial because of what stores it. Atoms in a solid are separated by roughly an angstrom or more. The model treats the boundary as a sharp, flat plane between doped and undoped material. A flat boundary between atomic layers can move only by about a layer spacing. A shift of $0.03$ Å has meaning only as an average over the cell area, with a small fraction of the atoms displaced (about 2% for a layer spacing of 2 Å) and most not, and the equation for a flat plane does not describe how such an uneven boundary moves. Yet the model reads the erase behaviour from the logarithm of that distance. A real cell may resist erasure for reasons outside this model; such resistance would not validate the mechanism found here.

**Q.** Could I detect the lock at the terminals?

**A.** On the boundary $\delta=0$ we have $i=v/R_{\rm on}$ at all times. The current-voltage curve is a straight line with no hysteresis, so the memristor has become an ordinary resistor. At $x=0$ the same happens with $R_{\rm off}$. A state with a very small gap looks the same until enough reverse charge has accumulated.

**Q.** Suppose my simulation sticks permanently. Your delay does not explain that.

**A.** A numerical method can do what the exact equation forbids. Consider the explicit Euler method with charge step $h=\Delta q/Q_D>0$. One forward step gives

$$\delta_{\rm new}=\delta-hf\ge\delta(1-4ph).$$

For $h\le1/(4p)$ it cannot overshoot. For larger $h$ it can, because $f/\delta\to4p$ as $\delta\to0$. If the program then clips $x$ to 1, the state sits on the fixed point, and no later current moves it.

For $p=1$ and $h=0.3$, the sequence from the middle is

$$0.5\;\to\;0.8\;\to\;0.992\;\to\;1.0015,$$

and the last value is clipped to 1. After 1000 reverse steps the state is still $x=1$.

**Q.** So a small step cures the problem?

**A.** It prevents overshoot but exposes rounding. In double precision the numbers just below 1 are spaced by $u=2^{-53}=1.11\times10^{-16}$. For $p=1$ the increment near the boundary is $4hx(1-x)\simeq4h\delta$. When it is smaller than half a spacing, the sum rounds back to the old $x$. The state therefore stalls once

$$4h\delta<\frac u2,\qquad\text{that is,}\qquad \delta<\frac{u}{8h}.$$

For $h=0.003$ the limit is $4.63\times10^{-15}$, or $41.7$ spacings. The gap must be a whole number of spacings. At 42 the increment is $4(0.003)(42)=0.504$ spacings and still moves the state by one; at 41 it is $0.492$ and is lost. The run indeed stalls at 41 spacings, $\delta=4.55\times10^{-15}$.

Reversing the current changes the sign of the increment but not its size, so 4000 reverse steps leave the state unchanged. This lock holds for steps of that size or smaller; a sufficiently large reverse step would survive rounding. For $1/8<h\le1/4$ the limit is less than one spacing. Even from the last number below 1 the increment then exceeds half a spacing, so rounding carries the state onto $x=1$ itself, without overshoot, and no reverse step can move it. The state need not pass through that last number: at $h=1/4$ one step turns $\delta$ into $\delta^2$, and a run from the middle lands on 1 from a gap of about $2\times10^6$ spacings.

**Q.** How do you know that rounding is responsible, and not the Euler method itself?

**A.** The same Euler sequence with 45 digits does return, to $x=0.637$. It misses $0.5$ because forward and reverse steps are not exact inverses. Near the boundary they multiply the gap by $1-4h$ and $1+4h$, and each pair leaves a factor $1-16h^2$. Over 4000 pairs this is about $e^{-0.576}=0.56$. Applied to the initial ratio $(1-x)/x=1$, it predicts $x\approx1/1.56=0.64$, in agreement with the run. The estimate neglects the short passage through the interior.

The lower end behaves differently in double precision. With the window evaluated as $4x(1-x)$, the state reaches $1.1\times10^{-21}$ and returns to $0.363$, because floating-point numbers are densely spaced near zero. The factored form of the window matters too: evaluated as $1-(2x-1)^2$, it rounds to zero close to $x=0$, and the lower end locks as well. The equation is symmetric, but its numerical representation need not be.

**Q.** Can the window be changed so that it stops the boundary without holding it?

**A.** Let it vanish only at the end being approached:

$$f=\begin{cases}1-x^2,& i>0,\\[2pt]1-(1-x)^2,& i<0.\end{cases}$$

At $x=1$ a reverse current now meets $f=1$. With $\sigma$ as before, $d\delta/d\sigma=1-\delta^2$. Integration gives $\operatorname{artanh}\delta=\sigma$ for a start at $\delta=0$, hence $x=1-\tanh\sigma$. An erase charge of $0.5Q_D$ gives $x=0.538$. If the state is first written from $1/2$ with $2Q_D$, it reaches $0.988$, and the same erase brings it to $0.528$. The long delay has gone.

**Q.** What is lost?

**A.** The one-to-one relation between state and net charge. With this window, $+2Q_D$ followed by $-2Q_D$ takes the state from $0.5$ to $0.035$, whereas the symmetric window would restore $0.5$. The directional form removes the lock by making the history matter in another way. It is also a chosen factor, so its use must be justified by the device's measured response to overdrive and reversal.

## Values computed for the example and the checks

```
Thickness D: 100 angstrom
Drift area per electron beta: 1.0e-11 angstrom^2
R_off/R_on: 100 (dimensionless)
Charge scale Q_D: 1.000e+15 electrons
Erase charge: 0.50 Q_D; start x = 0.5
Write charge 1 Q_D, window p = 1:
  gap fraction after write: 1.7986e-02
  gap after write: 1.7986e+00 angstrom
  R/R_on after write: 2.780635
  x after erase: 0.8807971
  R/R_on after erase: 12.801089
  release charge to x = 0.5: 1.0000 Q_D
Write charge 2 Q_D, window p = 1:
  gap fraction after write: 3.3535e-04
  gap after write: 3.3535e-02 angstrom
  R/R_on after write: 1.033200
  x after erase: 0.9975274
  R/R_on after erase: 1.244790
  release charge to x = 0.5: 2.0000 Q_D
Write charge 4 Q_D, window p = 1:
  gap fraction after write: 1.1254e-07
  gap after write: 1.1254e-05 angstrom
  R/R_on after write: 1.000011
  x after erase: 0.9999992
  R/R_on after erase: 1.000082
  release charge to x = 0.5: 4.0000 Q_D
Release charge after 2 Q_D: 2.000e+15 electrons
  the same: 3.204e-04 C
Bias energy: 1.0 eV per electron
Release energy after 2 Q_D: 2.000e+15 eV
  the same: 3.204e-04 J
Charge per decade of gap, p = 1: 0.5756 Q_D
Charge per decade of gap, p = 2: 0.2878 Q_D
Charge per decade of gap, p = 5: 0.1151 Q_D
Square-root window, charge to boundary: 0.7854 Q_D
Hard-limited model, x after erase: 0.5000
  R/R_on after erase: 50.50
Directional window, x after 2 Q_D write: 0.9879
  x after erase: 0.5284
  x after erase from x = 1: 0.5379
  x after +2 and -2 Q_D: 0.0351
Clipped Euler, step 0.3 Q_D: x = 1.0
  x after 1000 reverse steps: 1.0
Rounding run: step 0.003 Q_D, 4000 steps each way
  double spacing below 1: 1.1102e-16
  stalled gap: 4.5519e-15 = 41 spacings
  predicted gap bound: 4.6259e-15
  gap after reverse steps: 4.5519e-15
  45-digit run, x after reverse steps: 0.6370
  lower end, x reached: 1.075e-21
  lower end, x after return: 0.3630
```
